# Eyring Viscosity of a Growing Oxide under Shear Stress

## Result

An oxide at temperature $T$ carries a steady shear stress $\tau$ and flows by thermally activated local rearrangements. Its viscosity, the stress divided by the engineering shear rate $\dot\gamma$, is

$$\eta(\tau)=\frac{\tau}{\dot\gamma}=\eta_0\,\frac{x}{\sinh x},\qquad x=\frac{\tau\Omega}{2kT},\qquad \eta_0=\frac{kT}{n\Omega^2k_0}. \tag{1}$$

Here $\Omega$ is the activation volume, $n$ the number of rearranging elements per volume, and $k_0$ the jump rate in each direction at zero stress.

The law holds for events aligned with the stress, a barrier top midway between the wells, a barrier shift linear in stress, and sites that are renewed after each jump. Pressure effects are left out. The entries below start from this case and then relax the conditions.

## Entry 1. One kind of event, aligned with the stress

An element of volume $V_e$ shears by a strain $\gamma_0$ when it rearranges. I assume that it feels the macroscopic stress, which is a mean-field assumption. The stress does the work $\tau\gamma_0V_e$ on it, so define

$$\Omega=\gamma_0V_e,\qquad \text{work per event}=\tau\Omega .$$

Thus $\Omega$ is not the size of the element: for small $\gamma_0$ it is much smaller.

A forward jump ends in a state lower by $\tau\Omega$. Detailed balance fixes the ratio of the two rates:

$$\frac{k_+}{k_-}=e^{\tau\Omega/kT}=e^{2x}.$$

It does not fix each rate. For that the position of the barrier top is needed. If the top lies midway, half the work has been done when it is reached. The forward barrier falls by $\tau\Omega/2$ and the backward barrier rises by the same amount:

$$k_\pm=k_0e^{\pm x}.$$

This is the origin of the factor 2 in $x$.

Next count strain. One event in a sample of volume $V$ adds the macroscopic strain $\gamma_0V_e/V=\Omega/V$. There are $nV$ elements, each with net forward rate $k_+-k_-$, so

$$\dot\gamma=nV\,\frac{\Omega}{V}\,(k_+-k_-)=2n\Omega k_0\sinh x. \tag{2}$$

Insert $\tau=2kTx/\Omega$:

$$\eta=\frac{2kTx/\Omega}{2n\Omega k_0\sinh x}=\frac{kT}{n\Omega^2k_0}\,\frac{x}{\sinh x},$$

which is (1).

**Limit of low stress.** Since $\sinh x=x(1+x^2/6+\dots)$,

$$\eta/\eta_0=1-x^2/6+\dots$$

The flow is Newtonian at first, and the correction is even in $\tau$ because reversing the stress merely reverses the flow.

**Limit of high stress.** Backward jumps become negligible, $\sinh x\to e^x/2$, and $\eta/\eta_0\to2xe^{-x}$. The viscosity falls, yet the shear rate (2) still rises with stress, so each imposed rate has one stress.

## Entry 2. Why sites must be renewed

Equation (2) uses the same rates after every jump: an element that has moved forward must find a new forward barrier. Suppose instead that it has just two wells, with occupations $p_1+p_2=1$. Then

$$\dot p_2=k_+p_1-k_-p_2 .$$

In the steady state $p_2/p_1=k_+/k_-=e^{2x}$, and

$$p_2-p_1=\frac{e^{2x}-1}{e^{2x}+1}=\tanh x .$$

The net jump rate is now zero. Starting from equal occupations, a fraction $\tfrac12\tanh x$ of the elements has moved forward, so the strain stops at $\tfrac12n\Omega\tanh x$. At $x=1.3$ the final polarisation is 0.862. This is a delayed, recoverable strain, not viscous flow. A flowing glass needs surroundings that rearrange and offer the element further jumps. The periodic landscape of the next entry is a simple model of that renewal.

## Entry 3. A barrier that changes shape under stress

Let a coordinate $\theta$ advance by $2\pi$ in each event, and let its energy divided by $kT$ be

$$u(\theta)=-\frac b2\cos\theta-\frac{x\theta}{\pi}.$$

The barrier at zero stress is $b$, and the energy drops by $2x$ per period, as required. For overdamped motion with diffusion constant $D$, the probability flux is

$$J=-D(p'+u'p)=-De^{-u}\,(e^up)' .$$

In the steady state $J$ is constant and $p$ is periodic. Multiply by $e^u$ and integrate from $\theta$ to $\theta+2\pi$. Because $e^{u(\theta+2\pi)}=e^{-2x}e^{u(\theta)}$,

$$(1-e^{-2x})\,e^{u(\theta)}p(\theta)=\frac JD\int_0^{2\pi}e^{u(\theta+s)}\,ds .$$

Divide by $e^{u(\theta)}$ and normalise $p$ over one period:

$$1=\frac{J}{D(1-e^{-2x})}\int_0^{2\pi}\!ds\int_0^{2\pi}\!d\theta\;e^{u(\theta+s)-u(\theta)}. \tag{3}$$

The exponent is

$$u(\theta+s)-u(\theta)=-\frac{xs}{\pi}+b\sin\frac s2\,\sin\!\left(\theta+\frac s2\right),$$

from $\cos(\theta+s)-\cos\theta=-2\sin(\theta+s/2)\sin(s/2)$. The $\theta$ integral gives $2\pi I_0(b\sin(s/2))$, with $I_0$ the modified Bessel function. Now put $s=\pi+w$. The factor $e^{-xs/\pi}$ becomes $e^{-x}e^{-xw/\pi}$, and $\sin(s/2)=\cos(w/2)$ is even in $w$, so only the even part $\cosh(xw/\pi)$ survives. Since $(1-e^{-2x})e^x=2\sinh x$,

$$J=\frac{D\sinh x}{\pi Z(x)},\qquad Z(x)=\int_{-\pi}^{\pi}\cosh\frac{xw}{\pi}\;I_0\!\left(b\cos\frac w2\right)dw .$$

The flux $J$ is the net number of events per element and time, so it replaces $k_+-k_-$. The viscosity is proportional to $x/J$, and division by its zero-stress value gives

$$\frac{\eta}{\eta_0}=\frac{x}{\sinh x}\,R,\qquad R=\frac{Z(x)}{Z(0)}. \tag{4}$$

As $\cosh\ge1$ and $I_0>0$, $R\ge1$: in this landscape the simple law underestimates the viscosity.

**Limit of no barrier.** For $b=0$, $I_0=1$, so $Z(x)=2\pi\sinh x/x$ and $R=\sinh x/x$. Then $\eta=\eta_0$ at any stress. Without a barrier to bias there is no thinning.

**Limit of a high barrier.** For large argument $I_0(z)\approx e^z/\sqrt{2\pi z}$, and near $w=0$, $b\cos(w/2)\approx b-bw^2/8$. The weight in $Z$ is a Gaussian of variance $4/b$. Averaging $\cosh(xw/\pi)$ over it gives

$$R\approx\exp\!\left(\frac{2x^2}{\pi^2b}\right). \tag{5}$$

The tilted barrier itself shows the origin. Its stationary points obey $\sin\theta=f$ with $f=2x/(\pi b)$, so the well is at $\alpha=\arcsin f$ and the top at $\pi-\alpha$. The forward barrier is

$$b\cos\alpha-\frac x\pi(\pi-2\alpha)=b(\cos\alpha+f\alpha)-x\approx b+\frac{bf^2}{2}-x ,$$

and $bf^2/2=2x^2/(\pi^2b)$. Stress moves well and top towards each other, so the work done on the way up is smaller by about $bf^2$ than a fixed distance would give. The cosine part of the barrier is also lower, by about $bf^2/2$, and the net effect is a barrier higher by $bf^2/2$.

For a deliberately low barrier, $b=8$, and $x=2.5$, the steady probability equation solved in Fourier modes gives $\eta/\eta_0=0.4997$. Formula (4), with its integrals done by quadrature, gives the same four figures. The simple law gives 0.4132.

## Entry 4. A barrier top away from the middle

Let the top lie at a fraction $a$ of the path. The work done before reaching it is $a\tau\Omega=2axkT$, so

$$k_+=k_0e^{2ax},\qquad k_-=k_0e^{-2(1-a)x}.$$

The ratio is still $e^{2x}$, but a single such path flows more easily one way than the other. An isotropic glass has no preferred sense of shear, so it holds equally many mirror paths, with $a$ replaced by $1-a$. Assume first that the two kinds act in parallel: half the elements always meet $a$, the other half always $1-a$. The mean net rate is

$$\frac{k_0}{2}\left[e^{2ax}-e^{-2(1-a)x}+e^{2(1-a)x}-e^{-2ax}\right]=k_0\left[\sinh2ax+\sinh2(1-a)x\right].$$

The sum of two hyperbolic sines is twice the sinh of half the sum times the cosh of half the difference. Hence it equals $2k_0\sinh x\cosh[(1-2a)x]$, and

$$\frac{\eta}{\eta_0}=\frac{x}{\sinh x\,\cosh[(1-2a)x]}. \tag{6}$$

**Limits.** At $a=\tfrac12$ the simple law returns. At $a\to0$ or $1$, $\sinh x\cosh x=\tfrac12\sinh2x$, so $\eta/\eta_0=2x/\sinh2x$: the ratio keeps its form with $x$ doubled, while $\eta_0$ is unchanged. For paths in parallel an off-centre top therefore strengthens the thinning, whereas the shape change of Entry 3 weakens it.

The sign depends on this arrangement. Let one element meet the two kinds in turn, with the same rates. Its net jump rate is $2(k_+k_+'-k_-k_-')/(k_++k_-+k_+'+k_-')$, where primes mark the mirror path. The numerator is $4k_0^2\sinh2x$ and the denominator $4k_0\cosh x\cosh[(1-2a)x]$, so the rate is $2k_0\sinh x/\cosh[(1-2a)x]$. The slower step now controls the flow, and the thinning is weaker than in the simple law: at $x=2$, $a=0.3$ the scaled flow is 2.71, against 3.63.

A sawtooth landscape suits this case, because its top does not move under tilt. For a barrier of $200\,kT$, $a=0.3$ and $x=2$, quadrature of (3) with the sawtooth energy gives a mirror-averaged flow, scaled to equal $x$ at low stress, of 4.80. Formula (6) gives 4.85 and the simple law 3.63. The small deficit has the sign expected from the jump prefactor. The integrals over well and top each give $1/g_1+1/g_2$, where $g_1=b/a-2x$ and $g_2=b/(1-a)+2x$ are the slopes per path length. Their sum is fixed, so the prefactor varies as $(g_1g_2)^2$. The mirror path with top at 0.7 dominates the flow, and for it tilting lowers $g_1g_2$.

## Entry 5. Events of random orientation

Let an event slip along the unit vector $\mathbf m$ on a plane with unit normal $\mathbf p$, perpendicular to $\mathbf m$. Under a shear stress $\sigma_{xy}=\sigma_{yx}=\tau$ the work is $\tau\Omega s$, with

$$s=p_xm_y+p_ym_x .$$

The same factor $s$ gives the event's contribution to the engineering shear strain. It therefore enters twice, once in the bias and once in the strain:

$$\dot\gamma=2n\Omega k_0\langle s\sinh(xs)\rangle,\qquad \frac{\eta}{\eta_0}=\frac{x\langle s^2\rangle}{\langle s\sinh(xs)\rangle}. \tag{7}$$

The zero-stress value is now $\eta_0=kT/(n\Omega^2k_0\langle s^2\rangle)$. The averages assume that the orientations stay uniformly distributed under stress, as when each element keeps its orientation. If an element instead drew a new random orientation after every jump, it would wait a mean time $1/(2k_0\cosh xs)$ and add a mean strain proportional to $s\tanh xs$, giving $\dot\gamma=2n\Omega k_0\langle s\tanh xs\rangle/\langle1/\cosh xs\rangle$. Well-aligned elements are then depleted and the thinning vanishes: $\eta/\eta_0$ is 1.04 at $x=1$ and 1.17 at $x=4$. The rest of this entry keeps the uniform distribution.

To find the averages, hold $\mathbf p$ fixed and turn $\mathbf m$ around it. Then $s=\mathbf m\cdot\mathbf c$ with $\mathbf c=(p_y,p_x,0)$. The part of $\mathbf c$ perpendicular to $\mathbf p$ has squared length

$$Q=p_x^2+p_y^2-4p_x^2p_y^2=t-t^2\sin^22\phi,\qquad t=\sin^2\vartheta ,$$

where $\vartheta,\phi$ are the polar angles of $\mathbf p$. The turn gives $\langle s^2\rangle=\tfrac12\langle Q\rangle$ and $\langle s^4\rangle=\tfrac38\langle Q^2\rangle$. On the sphere the means of $t,t^2,t^3,t^4$ are $\tfrac23,\tfrac8{15},\tfrac{16}{35},\tfrac{128}{315}$. Those of $\sin^22\phi$ and $\sin^42\phi$ are $\tfrac12$ and $\tfrac38$. Thus

$$\langle s^2\rangle=\tfrac12\left(\tfrac23-\tfrac4{15}\right)=\tfrac15,\qquad
\langle s^4\rangle=\tfrac38\left(\tfrac8{15}-\tfrac{16}{35}+\tfrac{48}{315}\right)=\tfrac3{35}.$$

Random orientation makes $\eta_0$ five times its aligned value at equal $n$, $\Omega$ and $k_0$.

**Limit of low stress.** Expanding (7),

$$\frac{\eta}{\eta_0}=1-\frac{x^2}{6}\,\frac{\langle s^4\rangle}{\langle s^2\rangle}+\dots=1-\frac37\,\frac{x^2}{6}+\dots$$

A fit of the simple law to low-stress data would thus return an apparent volume $\sqrt{3/7}\,\Omega=0.655\,\Omega$. At higher stress the two curves are not related by this rescaling alone. Integration over rotations gives, at equal $x$:

| $x$ | aligned $\eta/\eta_0$ | random $\eta/\eta_0$ |
|---|---|---|
| 0.5 | 0.960 | 0.982 |
| 1 | 0.851 | 0.932 |
| 2 | 0.551 | 0.757 |
| 4 | 0.147 | 0.354 |

## Entry 6. Oxide growing on curved silicon

In oxidation, growth imposes the shear rate and the stress follows. From (2) and the definition of $\eta_0$, $\eta_0\dot\gamma=(2kT/\Omega)\sinh x$. Hence

$$\tau=\frac{2kT}{\Omega}\,\operatorname{arsinh}X,\qquad X=\frac{\eta_0\dot\gamma\,\Omega}{2kT}. \tag{8}$$

Take a convex silicon cylinder of radius $r_s=1000$ nm at 900 °C (1173 K), with an oxide growth rate of 2.0 nm/min, $\eta_0=10^{14}$ Pa s and $\Omega=0.30$ nm³. Growing a thickness of oxide consumes 0.44 of that thickness of silicon, so the oxide at the interface moves outward, relative to the silicon, at

$$v=(1-0.44)\times2.0=1.12\ \text{nm/min}.$$

Incompressible radial flow has velocity $vr_s/r$. Its principal strain rates are $\mp vr_s/r^2$, and their difference is the largest engineering shear rate. At the silicon surface

$$\dot\gamma=\frac{2v}{r_s}=\frac{2\times1.12}{1000\times60}=3.73\times10^{-5}\ \text{s}^{-1}.$$

With $kT=0.1011$ eV, the stress unit $2kT/\Omega$ is 108.0 MPa. A Newtonian oxide would carry $\eta_0\dot\gamma=3733$ MPa. Therefore

$$X=\frac{3733}{108.0}=34.57,\qquad x=\operatorname{arsinh}X=4.24,\qquad \tau=457\ \text{MPa}.$$

The viscosity ratio is $x/X=0.123$, so $\eta=1.2\times10^{13}$ Pa s. At high rate $\operatorname{arsinh}X\approx\ln2X$, and a tenfold rate adds about $(2kT/\Omega)\ln10$: the stress becomes 706 MPa.

Small departures from steady flow decay quickly. Differentiating $\eta_0\dot\gamma=(2kT/\Omega)\sinh x$ gives $d\tau/d\dot\gamma=\eta_0/\cosh x=2.9\times10^{12}$ Pa s. Divided by a rough shear modulus of 30 GPa, this is a relaxation time of 96 s, against $1/\dot\gamma=2.7\times10^4$ s for unit shear strain. The elastic strain is 1.5%. Building up the full stress takes longer: with the same modulus, oxide that starts free of stress needs about 470 s to reach 90% of the steady value, while 16 nm of oxide grows. The steady estimate does not describe oxide younger than this. Because new oxide forms at the silicon, the layer touching it is always young: the estimate applies only to oxide more than about 16 nm from the silicon. Real thermal oxide at this temperature does not form free of stress. It carries an in-plane compression of a few hundred MPa even on flat silicon, which this model leaves out. A starting hoop compression of 300 MPa would lengthen the build-up to about 600 s, or 20 nm.

To size the barrier, assume $\gamma_0=0.1$ and elements of $V_e=3.0$ nm³ that fill the oxide once, so $n=\gamma_0/\Omega$. For aligned events $k_0=kT/(\gamma_0\Omega\eta_0)=5.4\times10^{-6}$ s⁻¹. With the attempt rate $kT/h=2.44\times10^{13}$ s⁻¹, the free-energy barrier is $kT\ln[(kT/h)/k_0]=4.34$ eV, or $b=43.0$. Then (4) gives $R=1.091$ and the estimate (5) gives 1.088.

## Entry 7. What the simple law leaves out here

Each stress below is found with the imposed growth, $\eta_0$ and $\Omega$ held fixed, except where stated. The reference is 457 MPa.

- Barrier shape, equation (4): 467 MPa.
- Barrier top at $a=0.45$, equation (6): 448 MPa for mirror paths in parallel, 467 MPa for mirror paths met in sequence.
- Random orientation, equation (7), with 0.30 nm³ as the microscopic volume: 595 MPa. If 0.30 nm³ is instead the apparent low-stress volume, the microscopic one is larger by $1/0.655$ and the stress is 428 MPa. Both values assume that the orientations stay uniformly distributed under stress.
- A compressive pressure equal to $\tau$, with a pressure activation volume of 0.03 nm³, whose size and sign are both assumed. The jump rates fall by $e^{-0.2x}$ and the stress is 572 MPa. Such a pressure would have to be applied from outside. In a thin film on a convex cylinder the radial stress is small and the hoop stress is a tension near $2\tau$. The axial stress lies midway, so the mean stress is a tension near $\tau$. With the same volume the rates then rise by $e^{0.2x}$, and solving $e^{0.2x}\sinh x=X$ gives $x=3.53$ and 381 MPa.
- Oxidation slowed by a normal stress equal to $\tau$, through $e^{-\tau V_r/kT}$ with an assumed reaction volume $V_r=0.0125$ nm³: 422 MPa. For a film of thickness $h\ll r_s$, force balance gives a normal stress of only about $2\tau h/r_s$ at the silicon, so this overstates the effect in a thin film.
- A temperature 10 K lower, with the barrier held fixed. Here $\eta_0\propto e^{b}$ rises by a factor 1.45, and the stress is 494 MPa.

Viscous heating is negligible. A film of thickness $h=100$ nm with one cooled face and a rough conductivity $\kappa=2$ W/(m K) warms by $\tau\dot\gamma h^2/2\kappa\approx4\times10^{-11}$ K.

The logarithm in (8) makes the stress respond weakly to $\eta_0$: a 45% rise at fixed temperature raises it by 9%. Cooling by only 10 K gives such a rise, however, and cooling by 40 K raises the stress by 32% if the growth rate is held fixed. These figures take the inferred free-energy barrier of 4.34 eV as the activation energy of $\eta_0$. A larger activation energy gives more: with 5.3 eV the 10 K factor is 1.57 and the 40 K rise is 40%. In practice growth also slows on cooling, which offsets part of this rise. Pressure alters the exponent of every jump. Random orientation leaves the best-aligned events with their full exponent, but these are few and all others have a smaller one. Random orientation raises the stress by 30% and the compressive pressure by 25%, while the mean tension of a thin convex film lowers it by 17%. The corrections interact and should not be added.

The parameters are rough values in the regime of wet oxidation of silicon. The low-stress viscosity is uncertain, as it depends strongly on water content and temperature. The drive grows as the radius shrinks. At 100 nm and the same growth rate the drive is ten times larger, and near the silicon the simple law gives the 706 MPa found above. Farther out the shear rate and the stress are lower. Real corners also break the assumptions of constant growth and negligible pressure. For the 1000 nm case the assumed slowing of growth moves the estimate to 422 MPa, and a mean tension near $\tau$ moves it to 381 MPa, when each is treated alone. The 457 MPa of the simple law is thus a rough estimate: the changes in the list that opens Entry 7, taken one at a time, give 381 to 595 MPa, and an error of a factor of three in $\eta_0$ alone would move the stress by about 26% either way.

All numerical values are calculated from the stated model.
